# Thomas-Fermi Screening Places the Image Plane One Screening Length Inside

A static point charge $q$ stands in vacuum at height $d$ above a flat metal that fills $z<0$. If the metal screens according to linear Thomas-Fermi theory, with screening length $\lambda$ up to a sharp edge at $z=0$, the image energy at long distance is

$$U(d)=-\frac{q^2}{4(d+\lambda)}\left[1+\frac{\lambda^3}{4(d+\lambda)^3}+\dots\right],\qquad d\gg\lambda .$$

The leading term is the energy of a charge in front of an ideal conductor whose surface lies at $z=-\lambda$. The effective image plane is therefore inside the metal by one screening length, and the image charge $-q$ sits at $z=-(d+2\lambda)$. Because the shift increases the distance to the image, the attraction is weaker than the usual $-q^2/4d$.

## The model

Atomic units with Gaussian electrostatics are used, so $\hbar=m=e=1$ and a point charge has potential $q/r$. An electron in the electrostatic potential $\phi$ has potential energy $-\phi$. In equilibrium the sum of local chemical potential and potential energy is uniform, so the local chemical potential is $\mu+\phi$ and the electron density is $n(\mu+\phi)$. To first order in $\phi$ the induced charge density is

$$\rho=-\frac{\partial n}{\partial\mu}\,\phi .$$

Poisson's equation $\nabla^2\phi=-4\pi\rho$ then gives

$$\nabla^2\phi=\frac{\phi}{\lambda^2}\quad(z<0),\qquad \frac1{\lambda^2}=4\pi\frac{\partial n}{\partial\mu}.$$

For a free-electron gas $n=(2\mu)^{3/2}/3\pi^2$. Its derivative is $(2\mu)^{1/2}/\pi^2=k_F/\pi^2$, so $\lambda^2=\pi/(4k_F)$.

In vacuum $\nabla^2\phi=-4\pi q\,\delta(\mathbf r-d\,\hat{\mathbf z})$. The metal has no other polarizability and carries no charge sheet at its edge, so $\phi$ and $\partial_z\phi$ are both continuous at $z=0$. Deep in the metal $\phi\to0$.

## First derivation: reflection of each Fourier component

Let $\mathbf Q$ be a wave vector along the surface and $\boldsymbol\varrho$ the lateral position. The Coulomb potential has the decomposition

$$\frac1r=\int\frac{d^2Q}{(2\pi)^2}\,\frac{2\pi}{Q}\,e^{i\mathbf Q\cdot\boldsymbol\varrho}\,e^{-Q|z|}.$$

Between the surface and the charge, the component of the total potential is the incident part plus a solution of Laplace's equation that decays upward:

$$\phi_Q=\frac{2\pi q}{Q}\left[e^{-Q(d-z)}-R\,e^{-Q(d+z)}\right].$$

In the metal $\phi_Q''=(Q^2+\lambda^{-2})\phi_Q$. The solution that vanishes deep inside is proportional to $e^{\kappa z}$, with $\kappa=\sqrt{Q^2+\lambda^{-2}}$. Its slope at the surface is $\kappa$ times its value. Continuity requires the same ratio on the vacuum side:

$$Q(1+R)=\kappa(1-R)\quad\Rightarrow\quad R=\frac{\kappa-Q}{\kappa+Q}.$$

Set $x=Q\lambda$, so that $\kappa\lambda=\sqrt{1+x^2}$. Multiplying numerator and denominator by $\sqrt{1+x^2}-x$ turns the denominator into $1$:

$$R=\left(\sqrt{1+x^2}-x\right)^2=e^{-2\,\mathrm{arcsinh}\,x},$$

since $e^{\mathrm{arcsinh}\,x}=x+\sqrt{1+x^2}$, whose reciprocal is $\sqrt{1+x^2}-x$.

**Energy.** The induced potential at the charge follows from the term with $R$ at $\boldsymbol\varrho=0$, $z=d$. The angular integral gives $d^2Q\to2\pi Q\,dQ$, and the factors of $2\pi$ and $Q$ cancel:

$$\phi_{\rm ind}(d)=-q\int_0^\infty R\,e^{-2Qd}\,dQ .$$

This potential is proportional to $q$. Building up the charge from zero costs $\int_0^q\phi_{\rm ind}\,dq'=\tfrac12q\phi_{\rm ind}$, hence

$$U(d)=-\frac{q^2}{2}\int_0^\infty e^{-2Qd-2\,\mathrm{arcsinh}(Q\lambda)}\,dQ .$$

This holds at every distance within the linear model.

**Long distance.** The factor $e^{-2Qd}$ restricts $Q$ to values of order $1/d$, so $x$ is small. With $\mathrm{arcsinh}\,x=x-x^3/6+\dots$,

$$R=e^{-2x}\left(1+\frac{x^3}{3}+\dots\right).$$

The factor $e^{-2Q\lambda}$ replaces $2d$ by $2(d+\lambda)$ in the exponent, which is a rigid displacement of the image. There is no separate term in $x^2$, so the first departure from a displacement is cubic. Write $D=d+\lambda$ and use $\int_0^\infty Q^3e^{-2QD}dQ=6/(2D)^4$:

$$U=-\frac{q^2}{2}\left[\frac1{2D}+\frac{\lambda^3}{3}\,\frac{6}{16D^4}+\dots\right]=-\frac{q^2}{4D}\left[1+\frac{\lambda^3}{4D^3}+\dots\right].$$

Define the effective plane $z_{\rm im}(d)$ by $U=-q^2/[4(d-z_{\rm im})]$. Then $d-z_{\rm im}=q^2/(4|U|)=D(1-\lambda^3/4D^3+\dots)$, and

$$z_{\rm im}=-\lambda+\frac{\lambda^3}{4(d+\lambda)^2}+\dots\;\longrightarrow\;-\lambda .$$

**A bound.** The derivative of $\mathrm{arcsinh}\,x$ is $(1+x^2)^{-1/2}$, which lies between $1-x^2/2$ and $1$. Integration from zero gives $x-x^3/6\le\mathrm{arcsinh}\,x\le x$. Since $e^{-2u}$ has slope of magnitude at most $2$ for $u\ge0$, it follows that $0\le R-e^{-2x}\le x^3/3$. Inserting this in the energy integral gives, for every $d>0$,

$$0\le |U|-\frac{q^2}{4(d+\lambda)}\le\frac{q^2\lambda^3}{16d^4}.$$

**The opposite limit.** At $d=0$ substitute $Q\lambda=\sinh u$:

$$\int_0^\infty e^{-2u}\cosh u\,du=\frac12\int_0^\infty\left(e^{-u}+e^{-3u}\right)du=\frac23 .$$

Thus $U(0)=-q^2/(3\lambda)$, a finite value, whereas $-q^2/4d$ diverges. The effective plane at contact is at $-3\lambda/4$. This is the limit of the linear equations. For a charge of order one, linearity itself must be questioned there.

**A check without matching conditions.** The response law can also be combined directly with Coulomb's law, as an integral equation for the induced charge. Solved numerically for $d=5\lambda$, it places the effective plane at $-0.9934\lambda$. The expansion gives $-\lambda+\lambda/144=-0.9931\lambda$.

## Second derivation: uniform field and extrapolated potential

The field of a distant charge varies slowly along the surface. The metal's response can then be found first in a uniform field and afterwards used as a boundary condition.

**Uniform field.** Let $\phi$ depend on $z$ alone, with slope $a$ in vacuum. Inside, $\phi=b\,e^{z/\lambda}$. Continuity of the slope gives $b=a\lambda$, and continuity of the value gives

$$\phi=a(z+\lambda)\qquad(z>0).$$

The vacuum potential, extended as a straight line into the metal, reaches zero at $z=-\lambda$. The actual potential there is not zero; the statement concerns the extrapolation, which is what a distant observer sees.

The same length is the depth of the centroid of the induced charge. The density is $\rho=-(a/4\pi\lambda)e^{z/\lambda}$, and

$$z_0=\frac{\int_{-\infty}^0 z\,e^{z/\lambda}dz}{\int_{-\infty}^0 e^{z/\lambda}dz}=\frac{-\lambda^2}{\lambda}=-\lambda .$$

The agreement is general. If $\phi$ and its slope vanish deep inside, integrating $\phi''=-4\pi\rho$ twice gives, beyond all the induced charge,

$$\phi(z)=-4\pi\int(z-z')\rho(z')\,dz'=-4\pi\sigma(z-z_0),\qquad \sigma=\int\rho\,dz'.$$

The extrapolated zero is thus the centroid for any charge profile.

A slab of thickness $L$ shows the same effect at both faces. Its potential is proportional to $\sinh(z/\lambda)$ about the midplane, so value over slope at a face is $\lambda\tanh(L/2\lambda)$. The slab acts as an ideal conductor of thickness $L-2\lambda\tanh(L/2\lambda)$. For $L=12\lambda$ this is $10.000\lambda$; a numerical solution from Coulomb's law gives $9.9999\lambda$.

**Slow lateral variation.** Multiply the metal's equation, $\partial_z^2\phi-\phi/\lambda^2=-\nabla_\parallel^2\phi$, by $e^{z/\lambda}$ and integrate over $z<0$. Two integrations by parts cancel the volume terms on the left and leave surface values:

$$\phi-\lambda\,\partial_z\phi\,\Big|_{z=0}=\lambda\int_{-\infty}^0e^{z/\lambda}\,\nabla_\parallel^2\phi\,dz .$$

On the right, insert the leading profile $\phi\simeq\lambda\,\partial_z\phi|_0\,e^{z/\lambda}$. The integral of $e^{2z/\lambda}$ is $\lambda/2$, so the right side is $(\lambda^3/2)\nabla_\parallel^2\partial_z\phi|_0$. The surface slope is of order $q/D^2$ and two lateral derivatives bring $1/D^2$. The right side is therefore of order $q\lambda^3/D^4$, and to leading order

$$\phi=\lambda\,\partial_z\phi\qquad(z=0).$$

**Solution by an image.** Try the potential of $q$ at $z=d$ and $-q$ at $z=-(d+2\lambda)$,

$$\phi_t=\frac{q}{r_+}-\frac{q}{r_-},$$

where $r_\pm$ are the distances to the two charges. It is odd about $z=-\lambda$, so its value and second $z$-derivative vanish there. Let $A$ and $B$ be its first and third derivatives on that plane. Taylor expansion up to $z=0$ gives

$$\phi_t=\lambda A+\frac{\lambda^3}{6}B,\qquad \lambda\,\partial_z\phi_t=\lambda A+\frac{\lambda^3}{2}B .$$

The trial function misses the boundary condition by $-\lambda^3B/3$, again of order $q\lambda^3/D^4$.

It remains to show that a small mismatch at the surface causes a small error everywhere. The difference $\psi=\phi-\phi_t$ obeys Laplace's equation in $z>0$, because the source cancels, and it vanishes at infinity. On the surface $\psi-\lambda\partial_z\psi=m$, with $m$ of order $q\lambda^3/D^4$. If $\psi$ has a positive maximum, it lies on the surface, where $\partial_z\psi\le0$. There $\psi\le m$. The same argument applied to $-\psi$ bounds a negative minimum. Hence $|\psi|$ nowhere exceeds the largest $|m|$.

The induced potential at the charge is therefore $-q/[2(d+\lambda)]$ with a relative error of order $(\lambda/D)^3$. Half the charge times this potential gives

$$U=-\frac{q^2}{4(d+\lambda)},$$

as before.

This route also shows that the image describes the vacuum potential away from the axis. The coefficient of the correction comes from the $x^3/3$ term of $R$. With $r$ and $\theta$ measured from the image charge and the surface normal,

$$\phi_{\rm ind}=-\frac qr-\frac{2q\lambda^3P_3(\cos\theta)}{r^4}+\dots$$

On the axis the second term is $-(q\lambda^3/3)\cdot6/r^4$. The Legendre polynomial $P_3$ supplies the angular form of an axially symmetric solution of Laplace's equation that falls as $r^{-4}$. At lateral distance $20\lambda$, with charge and observer both at height $15\lambda$, the computed departure from the point image is $1.007$ times this term.

## What each derivation assumes

Both derivations assume a static charge, linear response and a surface that is uniform along its plane. They use the remaining assumptions differently.

The first needs the response at every $Q$. Locality and the sharp edge enter through the single exponential $e^{\kappa z}$. In return it gives the energy at all distances, the correction coefficient and the bound.

The second needs the response to a uniform field and a separation of lengths, $d\gg\lambda$. It gives the plane and the order of the error, but says nothing about contact. Its leading step carries over to other surface models: if screening is complete deep inside and the response changes smoothly as the field becomes uniform, the plane is at the centroid $z_0$. The value $z_0=-\lambda$ and the coefficient of the cubic correction were derived here for the sharp Thomas-Fermi edge and need not hold for other surface models.

## Numbers for a dense electron gas

Take $r_s=2$ bohr, roughly the valence density of aluminium. The Fermi wave number is $1.813$ Å$^{-1}$ and the Fermi energy $12.53$ eV. With the bohr equal to $0.5292$ Å,

$$\lambda=\sqrt{\frac{\pi\times0.5292}{4\times1.813}}\ \text{Å}=0.479\ \text{Å}\quad(0.905\ \text{bohr}).$$

For a unit charge $5$ Å outside, with $e^2=14.40$ eV Å, the shifted law gives

$$U=-\frac{14.40}{4(5+0.479)}\ \text{eV}=-0.657\ \text{eV},$$

against $-0.720$ eV without the shift. At fixed $d$ the reduction relative to the unshifted value is $\lambda/(d+\lambda)$, here $9\%$.

| $d$ (Å) | full model (eV) | unshifted (eV) | shifted (eV) | $z_{\rm im}$ (Å) |
|---|---|---|---|---|
| 3 | −1.035 | −1.200 | −1.035 | −0.477 |
| 5 | −0.657 | −0.720 | −0.657 | −0.478 |
| 10 | −0.344 | −0.360 | −0.344 | −0.478 |
| 20 | −0.176 | −0.180 | −0.176 | −0.479 |

The shifted law follows the model closely even at $3$ Å, where $d$ is about six screening lengths. The difference there is $0.0007$ eV, as the cubic term predicts.

Linearity can be judged from the magnitude of an electron's potential energy on the surface below the charge. At $d=5$ Å it is $0.460$ eV, a fraction $v=0.037$ of the Fermi energy. In $(1+v)^{3/2}=1+\tfrac32v+\tfrac38v^2+\dots$ the first neglected term is $v/4$ of the one kept, or about $1\%$. At $3$ Å, where $v=0.092$, it is about $2\%$. These figures hold for the Thomas-Fermi density law only. A self-consistent surface with spill-out is far more nonlinear: a rough local-density estimate for a unit charge gives a change of the image energy of a few per cent at $5$ Å and of order $20\%$ at $3$ Å. Temperature matters little: at $300$ K, $k_BT/E_F=0.002$.

Locality and the sharp edge are the weak assumptions. Thomas-Fermi response requires a potential that varies slowly over the Fermi wavelength, hence $k_F\lambda\gg1$, but here $k_F\lambda=0.87$. Real electrons also spill beyond the edge of the positive background. An estimate of these effects uses electrons in a finite step well with a work function of $4$ eV (a rough, typical value) and their random-phase response to a uniform field. It puts the plane at $-0.04$ Å from the background edge, $0.44$ Å farther out than Thomas-Fermi theory does. Almost the whole inward shift is gone. The small remainder depends on the assumed work function: the plane is at $+0.02$ Å for $3$ eV and at $-0.09$ Å for $5$ eV. The estimate does not separate spill-out from nonlocal response, and it omits a self-consistent barrier, exchange and correlation in the response, and the lattice.

For a real surface of this density even the sign of the shift should not be taken from the Thomas-Fermi result. Self-consistent density-functional calculations for a uniform positive background place the plane outside the edge, by roughly $0.8$ Å at this density. With that rough value the energy at $5$ Å would be about $-14.4/(4\times4.2)=-0.86$ eV instead of $-0.66$ eV. The inward displacement by $\lambda$ is thus a property of the sharp-edged model with local response. Confinement alone does not fix the value: electrons of this density behind a hard wall, with random-phase response, put the plane $0.97$ Å behind the wall and $0.32$ Å inside the background edge. The numerical output below gives the values to more digits.

## Computed results

```
TESTS (lengths in units of the screening length)
largest error of R, integral equation vs formula: 1.5e-05
image plane at d=5, from Coulomb's law: -0.9934
image plane at d=5, asymptotic formula: -0.9931
off-axis residual / octupole formula: 1.0066
slab of thickness 12: effective thickness 9.9999
EXAMPLE: electron gas
density parameter r_s: 1.0584 angstrom (2.0 bohr)
electron density: 0.2014 per cubic angstrom
Fermi wave number: 1.8133 per angstrom
Fermi energy: 12.528 eV
screening length: 0.4787 angstrom (0.9047 bohr)
image energies in eV, lengths in angstrom
   d   full model  unshifted  shifted   plane   plane(asympt.)
  3.0   -1.03548   -1.19997  -1.03483  -0.47656  -0.47648
  5.0   -0.65718   -0.71998  -0.65707  -0.47785  -0.47783
 10.0   -0.34355   -0.35999  -0.34354  -0.47850  -0.47850
 20.0   -0.17579   -0.18000  -0.17579  -0.47868  -0.47868
NEGLECTED EFFECTS
work function assumed for the step well: 4.0 eV
quantum image plane, thick wells: -0.043 angstrom
quantum image plane, thin wells: -0.043 angstrom
range over thick well widths: -0.048 to -0.038 angstrom
outward move from Thomas-Fermi plane: 0.436 angstrom
surface potential energy, d=3 angstrom: 1.149 eV; over Fermi energy: 0.0917
surface potential energy, d=5 angstrom: 0.460 eV; over Fermi energy: 0.0368
Fermi wave number times screening length: 0.868
thermal energy at 300 K / Fermi energy: 0.00206
```
